Overlap metric and biorthogonal bra for closed-shell singlet double excitations

Closed-shell CCSD with singlet operators and the biorthogonal doubles bra

1. Two electrons excited out of two different orbitals

Take a closed-shell determinant |0⟩ and move electrons from two doubly occupied orbitals i ≠ j into two empty ones a ≠ b with the spin-summed operators

E_pq = Σ_σ a†_pσ a_qσ.

Write [στ] = a†_aσ a_iσ a†_bτ a_jτ|0⟩ and [στ]' = a†_aσ a_jσ a†_bτ a_iτ|0⟩. Then E_ai E_bj|0⟩ = [αα] + [αβ] + [βα] + [ββ], four orthonormal determinants. In E_aj E_bi|0⟩ the terms [αβ]' and [βα]' are new determinants. The same-spin terms are not: for one spin, a†_a a_i a†_b a_j = −a†_a a†_b a_i a_j, while a†_a a_j a†_b a_i = −a†_a a†_b a_j a_i = +a†_a a†_b a_i a_j, so [σσ]' = −[σσ]. Hence

E_aj E_bi|0⟩ = −[αα] − [ββ] + [αβ]' + [βα]'.

Each state has squared norm 4 and their overlap is −2. The overlap matrix has rows (4, −2) and (−2, 4), eigenvalues 2 and 6, determinant 12, and its inverse has first row (4, 2)/12 = (1/3, 1/6). A state t E_ai E_bj|0⟩ + t' E_aj E_bi|0⟩ projected on the first ket gives 4t − 2t' = 2(2t − t'). Projected on 1/3 of the first plus 1/6 of the second it gives (4t − 2t')/3 + (4t' − 2t)/6 = t.

The combination 2t − t' and the weights 1/3, 1/6 therefore have one source, the overlap matrix. The combination is the matrix, and the weights are its inverse, which removes the combination from the projection. The bra does not put 2t − t' into the equations, and sections 6 and 7 show that many contractions do not contain it.

2. Conventions and operator algebra

Units are hartree atomic units (Eh). Orbitals are real and orthonormal; i, j, k, l, m, n are occupied, a to g virtual, p, q, r, s general. An index that is repeated in a term and absent from the left side is summed.

H = h_pq E_pq + ½ g_pqrs (E_pq E_rs − δ_qr E_ps), g_pqrs = (pq|rs) = g_rspq
T1 = t_i^a E_ai, T2 = ½ t_ij^ab E_ai E_bj, t_ij^ab = t_ji^ba

For spin orbitals [a†_A a_B, a†_C a_D] = δ_BC a†_A a_D − δ_AD a†_C a_B. Summing over spin,

[E_pq, E_rs] = δ_qr E_ps − δ_ps E_rq.

All E_ai therefore commute with each other, which permits the symmetry imposed on t. With S₊ = Σ_r a†_rα a_rβ the same formula gives [S₊, a†_pβ a_qβ] = a†_pα a_qβ and [S₊, a†_pα a_qα] = −a†_pα a_qβ, which cancel; S₋ works alike, and E_pq conserves S_z. So E_pq commutes with S², and exp(−T) H exp(T)|0⟩ is a singlet. On the closed shell, E_kc|0⟩ = 0, E_ac|0⟩ = 0 and E_ki|0⟩ = 2δ_ki|0⟩.

Write (ai) for a factor E_ai in a product acting on |0⟩, and {E_ki} = E_ki − 2δ_ki. An operator is commuted to the right until it meets |0⟩. This gives four rules.

R0: E_ai adds the pair (ai).
R1: E_ac turns a pair (cj) into +(aj), since [E_ac, E_bj] = δ_cb E_aj.
R2: {E_ki} turns a pair (bk) into −(bi), since [E_ki, E_bj] = −δ_kj E_bi.
R3: E_kc turns a single pair (ck) into the number 2, and two pairs (ci)(bk) into −(bi).

R1 and R2 are summed over the pairs present. R3 follows from [E_kc, E_ai] = δ_ca({E_ki} + 2δ_ki) − δ_ki E_ac: the constant is the first case, and the two operators act on the pairs to the right by R2 and R1, so each choice of one pair supplying c and another supplying k occurs once with a minus sign. The 2 is the sum over the spin of a closed loop; when two pairs are joined, the spin is tied to the surviving pair and there is no free sum.

3. The general metric and its inverse

R3 on one pair gives ⟨0|E_ia E_ck|0⟩ = 2δ_ac δ_ik, so the dual singles bra is ½⟨0|E_ia. On two pairs,

E_kc (ai)(bj)|0⟩ = [2δ_ca δ_ki (bj) + 2δ_cb δ_kj (ai) − δ_ca δ_kj (bi) − δ_cb δ_ki (aj)]|0⟩.

Let |ai,bj⟩ = (ai)(bj)|0⟩. Applying ⟨0|E_ld doubles each term and fixes the surviving pair to (dl):

⟨ck,dl|ai,bj⟩ = 4D − 2XD
D = δ_ac δ_ik δ_bd δ_jl + δ_ad δ_il δ_bc δ_jk

X exchanges i and j, and X² = 1. The metric is 2(2 − X)D. Because (2 + X)(2 − X) = 4 − 1 = 3, the inverse of 2(2 − X) is (2 + X)/6, and

⟨ai,bj|~ = (1/3)⟨ai,bj| + (1/6)⟨aj,bi|, ⟨ai,bj|~ ck,dl⟩ = D.

Test on coincident labels. For i = j or a = b, X maps the ket onto itself, so the metric is 2D and the bra is ½⟨ai,bj|. With only one coincidence D = 1 and the squared norm is 2; with both, D = 2 and it is 4. The metric is thus invertible on the unordered pairs of labels, which number ov(ov + 1)/2 for o occupied and v virtual orbitals, 45 for o = v = 3. They span the singlet doubles: four open shells have 6 determinants with M_S = 0 and 4 with M_S = 1, hence 6 − 4 = 2 singlets, the two kets of section 1; two open shells or none have one singlet.

With P W_aibj = W_aibj + W_bjai, the two terms of D give the read-off rule

⟨ai,bj|~ W_ckdl (ck)(dl)|0⟩ = P W_aibj.

Applied to T2|0⟩ it returns P(½t) = t. The doubles part of exp(−T) H exp(T)|0⟩ is ½Ω_aibj|ai,bj⟩, and the dual bra returns Ω. The plain bra returns 2(2Ω − XΩ). Both vanish together, since 2 − X is invertible, but the plain bra mixes the equations. With canonical orbitals its leading term is Δ·2(2 − X)t in place of Δ·t, where Δ is the orbital-energy denominator, so, keeping the leading term only, the update t → t − residual/Δ multiplies the part of the error symmetric under X by 1 − 2 = −1 and the antisymmetric part by 1 − 6 = −5. The second factor makes the iteration unstable at this order wherever antisymmetric amplitudes exist (i ≠ j, a ≠ b). The first is marginal and the remaining terms of the residual decide: with one occupied orbital, where X = 1, the update can converge, as it does for H2 in STO-3G near equilibrium (error factor of magnitude 0.30 at 1.4 bohr), though not when the bond is stretched to 6 bohr (magnitude 2.3).

The dual state has a simple meaning. The determinant [αβ] overlaps |ck,dl⟩ through the αβ term (first product in D) and the βα term (second product), so the overlap is D. The dual ket and the singlet projection of [αβ] are two singlets with equal overlaps on a spanning set, so they are equal. In section 1 the dual ket is (1/3)([αβ] + [βα]) + (1/6)([αα] + [ββ] + [αβ]' + [βα]'), of squared norm 2/9 + 4/36 = 1/3. The determinant is then 1/3 singlet, 1/6 quintet (the quintet spreads equally over six determinants) and 1/2 triplet, so ⟨S²⟩ = 2·(1/2) + 6·(1/6) = 2, as printed below. The same expansion shows that t_ij^ab is the αβ amplitude and t_ij^ab − t_ji^ab the αα amplitude.

4. Where u comes from

Apply E_kc to T2|0⟩ using the four-term result above. The two terms with factor 2 are equal after relabelling, as are the two with −1, and this cancels the ½:

E_kc T2|0⟩ = (2t_ik^ac − t_ki^ac)(ai)|0⟩ = u_ik^ac (ai)|0⟩
u_ij^ab = 2t_ij^ab − t_ji^ab

In the second term the pairs (ak)(ci), with amplitude t_ki^ac, were joined into −(ai). This lemma is the origin of u: one operator E_kc takes both its indices from the same T2. With t± = ½(1 ± X)t, u = t⁺ + 3t⁻, the weights 1 and 3 being the multiplicities of singlet-coupled and triplet-coupled pairs.

5. Absorbing T1 and ordering the Hamiltonian

T1 and T2 commute, so exp(−T) H exp(T) = exp(−T2) H̃ exp(T2) with H̃ = exp(−T1) H exp(T1). From [a†_iσ, T1] = −t_i^a a†_aσ and [a_aσ, T1] = t_i^a a_iσ, with vanishing higher commutators, a†_i → a†_i − t_i^a a†_a and a_a → a_a + t_i^a a_i, while a†_a and a_i are unchanged. Let t1 be the matrix whose only nonzero elements are (t1)_ai = t_i^a. The two-electron operator equals Σ a†_pσ a†_rτ a_sτ a_qσ, and each factor transforms separately:

h̃ = x h y, g̃_pqrs = x_pp' x_rr' g_p'q'r's' y_q'q y_s's, x = 1 − t1, y = 1 + t1.

An occupied row of x and a virtual column of y are unit vectors, so g̃_kcld = g_kcld. H̃ is not Hermitian: only g̃_pqrs = g̃_rspq survives, and p may not in general be exchanged with q in a transformed integral.

Let n_p be 1 for occupied and 0 for virtual orbitals, E_pq = {E_pq} + 2n_p δ_pq. When {E_pq} acts after {E_rs} it may act on an index that E_rs supplied. Define {E_pq E_rs} as the product with those terms removed; by Wick's theorem this is the normal product, and

{E_pq}{E_rs} = {E_pq E_rs} + δ_qr(1 − n_q){E_ps} − δ_ps n_p {E_rq} + 2δ_ps δ_qr n_p(1 − n_q).

The signs are those of R1, R2 and R3. Insert this in E_pq E_rs − δ_qr E_ps. The δ_qr operator terms combine to −δ_qr n_q{E_ps}. The one-body terms are ½(2g̃_kkrs{E_rs} + 2g̃_pqkk{E_pq} − g̃_pkks{E_ps} − g̃_kqrk{E_rq}), equal in pairs by g̃_pqrs = g̃_rspq. The constants are ½(4g̃_kkll − 2g̃_kllk). Thus

H̃ = Ẽ0 + F_pq{E_pq} + ½ g̃_pqrs{E_pq E_rs}
F_pq = h̃_pq + 2g̃_pqkk − g̃_pkkq, Ẽ0 = 2h̃_kk + 2g̃_kkll − g̃_kllk.

From here g means g̃. In exp(−T2) H̃ exp(T2)|0⟩ = (H̃ + [H̃,T2] + ½[[H̃,T2],T2] + …)|0⟩, the subtraction T2 H̃|0⟩ removes the terms of H̃T2|0⟩ in which T2 is untouched; call the rest (H̃T2)c. Likewise H̃T2T2 = (both touched) + 2T2(H̃T2)c + T2T2H̃ and T2H̃T2 = T2(H̃T2)c + T2T2H̃, so H̃T2T2 − 2T2H̃T2 + T2T2H̃ = (both touched). The operators vo, vv, oo, ov change the number of pairs by +1, 0, 0, −1, so H̃ removes at most two. Three T2 leave at least four pairs and never reach the doubles; two T2 reach them only through the ov-ov block. Two counting facts recur: the ½ in T2 cancels against the choice of which pair is hit first, and the ½ in front of g cancels when E_pq and E_rs belong to different blocks, because both orders occur.

6. Energy, singles and linear doubles

The metric gives ⟨ck,dl|T2|0⟩ = 4t_kl^cd − 2t_lk^cd = 2u_kl^cd, so E = Ẽ0 + g_kcld u_kl^cd. Moving X onto the integral, with L_pqrs = 2g_pqrs − g_psrq, this is t_kl^cd L_kcld. Since ⟨0|T1 = 0, Ẽ0 = ⟨0|H(1 + T1 + ½T1²)|0⟩, and ½T1² is a T2 with amplitude t_i^a t_j^b. In untransformed integrals,

E = E_ref + 2F_ia t_i^a + (t_ij^ab + t_i^a t_j^b) L_iajb.

The singles residual is the coefficient of (ai)|0⟩. Without T2 it is F_ai. With T2 one pair must be removed, by F_kc, by vv-ov or by oo-ov. Each begins with the lemma; then E_ad turns u_ik^dc (di) into +(ai) by R1, and {E_ki} turns u_kl^ac (ak) into −(ai) by R2. With u_ik^dc = u_ki^cd,

Ω_ai = F_ai + u_ik^ac F_kc + u_ki^cd g_adkc − u_kl^ac g_kilc.

For the doubles, collect W, the coefficient of (ai)(bj), and use Ω = PW. Without T2, W = ½g_aibj. The linear terms conserve the number of pairs.

F_bc by R1: W = t_ij^ac F_bc.
F_kj by R2: W = −t_ik^ab F_kj.
vv-vv: E_bd hits either pair, E_ac must hit the other since b was supplied by H̃; ½·½·2 gives W = ½ t_ij^cd g_acbd.
oo-oo: the same count with (−1)²: W = ½ t_kl^ab g_kilj.
vo-ov: the lemma, then R0: W = u_jk^bc g_aikc.
oo-vv, both on the pair (ck) of (bj)(ck): W = −t_jk^bc g_kiac.
oo-vv on different pairs, (bk) → −(bj) and (ci) → (ai): W = −t_ki^bc g_kjac.

No E_kc acts in the ladders or in oo-vv, and no u appears there.

Test, first order. With canonical orbitals and only the terms g_aibj and F, P gives Ω = g_aibj + (ε_a + ε_b − ε_i − ε_j)t_ij^ab, so t = −g/Δ and E − E_ref = u_ij^ab g_iajb, the closed-shell MP2 energy.

7. Quadratic doubles

The term is ¼ g_kcld E_kc E_ld T2 T2|0⟩ with both T2 touched. First,

E_ld T2 T2|0⟩ = 2 T2 U_ld + 2 Y_ld
U_ld = u_il^ad (ai), Y_ld = −t_im^de t_ln^fg (fi)(em)(gn).

In U both indices come from one T2; in Y the pair (di) of one T2 is joined to the pair (fl) of the other. The 2 counts which T2 plays which part. Every term below thus carries ½ g_kcld.

E_kc on T2 U_ld must touch T2. Both indices from T2 give U_kc U_ld; c from U and k from T2 join (cj)(bk) into −(bj); k from U and c from T2 join (cj)(bk) the other way round:

(1a) W = ½ u_il^ad u_jk^bc g_kcld
(1b) W = −½ t_ik^ab u_jl^cd g_kcld
(1c) W = −½ t_ij^ac u_kl^bd g_kcld

E_kc on Y_ld has nine cases (xy), with c taken from pair x and k from pair y, the pairs numbered 1 = (fi), 2 = (em), 3 = (gn):

(11) −2 t_km^de t_ln^cg (em)(gn)
(22) −2 t_ik^dc t_ln^fg (fi)(gn)
(33) −2 t_im^de t_lk^fc (fi)(em)
(12) + t_ik^de t_ln^cg (ei)(gn)
(13) + t_im^de t_lk^cg (gi)(em)
(21) + t_km^dc t_ln^fg (fm)(gn)
(23) + t_im^dc t_lk^fg (fi)(gm)
(31) + t_km^de t_ln^fc (fn)(em)
(32) + t_ik^de t_ln^fc (fi)(en)

In (21) rename m as i; (22) + (21) is −u_ik^dc t_ln^fg (fi)(gn). Exchanging the names k↔l and c↔d together leaves g_kcld unchanged, and calling the surviving pairs (bj)(ai) gives (1b) again, through t_ki^ba = t_ik^ab. In (13) rename g as f and use t_lk^cf = t_kl^fc; (33) + (13) is −t_im^de u_lk^fc (fi)(em), which the same exchange turns into (1c). So (1b) and (1c) are doubled. The exchange turns (23) into ½ t_kl^ab t_ij^cd g_kcld. In (11), (12), (31) name the surviving pairs (ai)(bj), use t_ij^ab = t_ji^ba, and exchange k↔l, which makes the integral g_lckd = g_kdlc; in (32) exchange c↔d:

(11) + (12) + (31): W = (−t_il^ad t_jk^bc + ½ t_li^ad t_jk^bc + ½ t_il^ad t_kj^bc) g_kdlc
(32): W = ½ t_ki^bc t_lj^ad g_kdlc

The ring terms are now regrouped. Since g_kiac = g_acki and t_jk^bc = ½u_jk^bc + ½t_kj^bc,

u_jk^bc g_aikc − t_jk^bc g_kiac = ½ u_jk^bc L_aikc − ½ t_kj^bc g_kiac.

Expanding ¼ u_il^ad u_jk^bc gives t_il^ad t_jk^bc − ½t_li^ad t_jk^bc − ½t_il^ad t_kj^bc + ¼t_li^ad t_kj^bc, so the bracket in (11) + (12) + (31) is −¼uu + ¼ t_li^ad t_kj^bc, and with (1a)

(1a) + (11) + (12) + (31) = ¼ u_jk^bc u_il^ad L_ldkc + ¼ t_kj^bc t_li^ad g_kdlc.

The terms with ½ in the ladders are symmetric under P and double. In (1b), u_jl^cd g_kcld = u_lj^cd g_kdlc after c↔d. The result is

Ω_aibj = A + B + P(C + D + E)
A = g_aibj + t_ij^cd g_acbd
B = t_kl^ab (g_kilj + t_ij^cd g_kcld)
C = −½ t_kj^bc I_kiac − t_ki^bc I_kjac, I_kiac = g_kiac − ½ t_li^ad g_kdlc
D = ½ u_jk^bc (L_aikc + ½ u_il^ad L_ldkc)
E = t_ij^ac (F_bc − u_kl^bd g_ldkc) − t_ik^ab (F_kj + u_lj^cd g_kdlc)

Here D and E name terms, not the delta symbol or the energy. CCSD is Ω_ai = 0, Ω_aibj = 0. The combination u occurs in the energy, in all T2 terms of the singles, in D and inside the brackets of E. A, B, C and the outer amplitudes of E carry plain t. Part of the u in D did not come from the lemma: it was completed in the regrouping by adding terms that C subtracts. The regrouping sorts the ring terms by the spin coupling of the particle-hole pairs. The sum of the αα and αβ amplitudes is (t − Xt) + t = u, the singlet particle-hole amplitude, and it goes with L; their difference is −Xt, the triplet particle-hole amplitude, and it goes with the exchange integrals −g_acki and −g_kdlc. D is half the singlet ring term, and C = −(½ + X)R, where R_aibj = t_kj^bc I_kiac is the triplet ring term.

Test, two electrons. With one occupied orbital X = 1, u = t and L_ldkc = g_ldkc (L_aikc = 2g_aikc − g_acki still differs from g_aikc, but it enters only a linear term). Let K_cd = g_icid and e = t^cd K_cd, with t and K symmetric matrices. The quadratic terms are: B, e t; PC, 2(¼ + ½) tKt; PD, 2·¼ tKt; PE, −2 tKt − 2e t. The tKt terms cancel, 3/2 + 1/2 − 2 = 0, leaving −e t. Directly, T2²|0⟩ = 0 for two electrons, and the only quadratic doubles term of (1 − T2)H̃(1 + T2)|0⟩ is −T2⟨0|H̃T2|0⟩ = −e T2|0⟩. The two agree.

The derivation needs a closed shell. With singly occupied orbitals E_ki|0⟩ = 2δ_ki|0⟩ fails for them, an open orbital serves as both hole and particle so that the excitation operators cease to commute, and the metric keeps the form 2(2 − X) only for excitations from doubly occupied into empty orbitals; on a doublet reference, with the open orbital as one of four distinct labels, the block of section 1 has rows (2, −1) and (−1, 2). Canonical orbitals were not assumed. The truncation to doubles is a separate matter. It can become poor where |0⟩ stops dominating the state, as in stretched multiple bonds: for N2 in STO-3G the CCSD energy lies 0.004 Eh above full CI at 2.08 bohr and 0.061 Eh below it at 3.6 bohr, while the weight of |0⟩ falls from 0.92 to 0.32. For two electrons nothing is truncated, and the full CI state solves the CCSD equations however small the nonzero weight of |0⟩.

8. Worked example: N2

The inputs are R = 2.08 bohr = 1.1007 Å, close to the experimental equilibrium distance (the energy minimum in this basis lies at a longer bond), the STO-3G basis, and all electrons correlated (o = 7, v = 3). E_RHF = −107.49667370 Eh. The equations above give E_corr = −0.15389154 Eh = −4.1876 eV and E_CCSD = −107.65056524 Eh; the largest |t_i^a| is 0.010221.

Take i = π_u(x), j = π_u(y), a = π_g(x), b = π_g(y). The common sign of the amplitudes and integrals depends on orbital phases, which are fixed in the program. The denominator is 2(0.279875 + 0.570916) = 1.701583 Eh; here and below the last digit may differ by one from arithmetic on rounded inputs. With g_iajb = 0.149761 Eh and g_jaib = 0.018982 Eh, first order gives −0.149761/1.701583 = −0.088013 and −0.018982/1.701583 = −0.011155. The converged values are t_ij^ab = −0.084516 and t_ji^ab = −0.036186. Then

u_ij^ab = 2(−0.084516) + 0.036186 = −0.132847
u_ji^ab = 2(−0.036186) + 0.084516 = +0.012145
t⁺ = −0.060351, t⁻ = −0.024165, t⁺ + 3t⁻ = u_ij^ab
t_ij^ab − t_ji^ab = −0.048331, the αα amplitude of the unrestricted calculation.

The plain projections of T2|0⟩, computed from determinants, are −0.265693 and +0.024290, twice the two u values. The dual bra gives −0.265693/3 + 0.024290/6 = −0.088564 + 0.004048 = −0.084516. The second plain projection has the opposite sign to t_ji^ab, which shows how strongly the metric mixes the two amplitudes.

The residual terms, in the order g, vvvv ladder, B, PC, PD, PE, in Eh:

aibj: 0.149761 − 0.047773 − 0.045121 + 0.120136 − 0.013187 − 0.163817 = 0
ajbi: 0.018982 − 0.022184 − 0.020489 + 0.100209 − 0.006379 − 0.070138 = 0

The unrounded sums are 1e-12 and 8e-12 Eh. First order is close for t_ij^ab but misses t_ji^ab by a factor of about three. In the second line the bare integral is the second smallest term in magnitude, and the ring terms PC + PD, 0.100209 − 0.006379 = 0.093830 Eh together, are about five times larger.

The singles π_u → π_g vanish by inversion symmetry, so the four labellings of this quadruple contribute 2[(−0.132847)(0.149761) + (0.012145)(0.018982)] = −0.039329 Eh, about a quarter of E_corr. For the total, F_ia = 0; set τ = t + t1t1 and G_aibj = g_iajb. Since 2 − X is 1 on symmetric and 3 on antisymmetric parts, E_corr = τ⁺G⁺ + 3τ⁻G⁻ = −0.11169040 − 0.04220114 Eh. By spin, τG = −0.12575745 Eh is opposite-spin and (τ − Xτ)G = 2τ⁻G⁻ = −0.02813409 Eh is same-spin, two thirds of the triplet-pair energy, as two of the three triplet components have parallel spins. Both splittings sum to −0.15389154 Eh.

The numerical check below builds the operators E_pq as explicit matrices on determinants. In a model with o = v = 3 (400 determinants) it verifies the metric, its rank, the dual bra, its identity with the singlet projection of the αβ determinant, the lemma and the T1 transformation. It compares energy, singles and doubles with direct projection of exp(−T) H exp(T)|0⟩ for random amplitudes and random non-Hermitian integrals, in full and block by block with F = 0; the error, defined as the largest deviation divided by the larger of 1 and the largest directly projected element, is about 7e-16 in the worst case, while putting u in the vvvv ladder gives 0.86 in the same measure. For N2 the converged amplitudes leave a largest residual of about 8e-12 Eh in the space of 14400 determinants and reproduce the energy and amplitudes of an independent unrestricted CCSD program.

Calculated quantities

```
MODEL o=3 v=3, 400 determinants (dimensionless)
overlap block i!=j,a!=b: [[4.0, -2.0], [-2.0, 4.0]]  eigenvalues [2.0, 6.0]
first row of inverse block: 0.333333 0.166667
norm^2: i=j,a!=b 2.0; i!=j,a=b 2.0; i=j,a=b 4.0; rank 45
<S^2> of alpha-beta determinant, i!=j,a!=b: 2.0000 hbar^2
full random test, rel. error E, singles, doubles: 7e-16 3e-16 6e-16
block tests worst rel. error 6e-16; vvvv ladder with u instead of t: 0.86
N2 STO-3G, R = 2.08 bohr = 1.1007 angstrom, o=7 v=3, 14400 determinants
E_RHF = -107.49667370 Eh
E_corr derived = -0.15389154 Eh = -4.1876 eV
E_corr UCCSD   = -0.15389154 Eh
E_CCSD = -107.65056524 Eh; explicit-projection residual < 8e-12 Eh
largest |t_i^a| = 0.010221
i=pi_u x, j=pi_u y, a=pi_g x, b=pi_g y
eps(pi_u) = -0.570916 Eh, eps(pi_g) = 0.279875 Eh, denominator = 1.701583 Eh
g_iajb = 0.149761 Eh, g_jaib = 0.018982 Eh
L_iajb = 0.280541 Eh, L_jaib = -0.111798 Eh
first-order t_ij^ab = -0.088013, t_ji^ab = -0.011155
CCSD t_ij^ab = -0.084516, t_ji^ab = -0.036186
u_ij^ab = -0.132847, u_ji^ab = 0.012145
t+ = -0.060351, t- = -0.024165
same-spin t - Xt = -0.048331, UCCSD alpha-alpha = -0.048331
plain projections of T2|0>: <ai,bj| -0.265693, <aj,bi| 0.024290
1/3 part -0.088564, 1/6 part 0.004048, sum -0.084516
term A: g_aibj       aibj +0.149761 Eh   ajbi +0.018982 Eh
term A: vvvv ladder  aibj -0.047773 Eh   ajbi -0.022184 Eh
term B               aibj -0.045121 Eh   ajbi -0.020489 Eh
term P C             aibj +0.120136 Eh   ajbi +0.100209 Eh
term P D             aibj -0.013187 Eh   ajbi -0.006379 Eh
term P E             aibj -0.163817 Eh   ajbi -0.070138 Eh
sum of terms: |aibj| 1e-12 Eh, |ajbi| 8e-12 Eh
energy of this quadruple 2(u g + u' g') = -0.039329 Eh
singlet-pair energy -0.11169040 Eh, triplet-pair energy -0.04220114 Eh
opposite-spin -0.12575745 Eh, same-spin -0.02813409 Eh
```
